# Why optically pumped nuclear polarization in a quantum dot is bistable

A calculation of the nuclear polarization in an optically pumped quantum dot has to settle one matter before it starts. If each magnetic field has one steady state, any iteration that converges will find it, and the starting value does not matter. If some fields have two stable states, the result can depend on the starting value and on the method of iteration, and the field has to be followed in the order in which the experiment changes it. The choice depends on how the nuclear field alters the rate at which the nuclei are pumped. A model with one electron and many equivalent nuclei can be solved far enough to give the condition in closed form.

## The model and the energy mismatch

One electron spin $\mathbf S$ couples equally to $N$ nuclei of spin 1/2:

$$H=ZS_z+\frac{A}{N}\sum_j\mathbf S\cdot\mathbf I_j,\qquad A>0,\quad Z>0.$$

Here $Z$ is the electron Zeeman energy, $A$ is the total hyperfine constant, and spins are in units of $\hbar$. The nuclear Zeeman energy would add to the mismatch found below a term that is proportional to the field, independent of the nuclear polarization and much smaller than $Z$; it is neglected. Energies are given in µeV, fields in tesla and times in seconds.

Light replaces the electron at random moments with a constant probability $1/\tau$ per unit time. Each fresh electron is down with probability $(1+p_0)/2$ and up with probability $(1-p_0)/2$. The light fixes this orientation in space, so it stays the same even if the nuclear field reverses the electron's total splitting. The dot is never empty.

Since $\mathbf S\cdot\mathbf I_j=S_zI_{jz}+\tfrac12(S_+I_{j-}+S_-I_{j+})$, a down electron can exchange its spin with an up nucleus. Let $M$ be the sum of $I_z$ over the other nuclei. The energies before and after this flip-flop are

$$E_i=-\frac Z2-\frac{A}{2N}\left(M+\frac12\right),\qquad
E_f=\frac Z2+\frac{A}{2N}\left(M-\frac12\right).$$

In the difference the two terms $A/(4N)$ cancel, which leaves $D=E_f-E_i=Z+AM/N$. Mostly down electrons drive the nuclei down, so define $q=-2\langle I_z\rangle$, which is positive under this pumping. For large $N$, $M\simeq-Nq/2$ and

$$D=Z-\frac{Aq}{2}.$$

The Overhauser shift $Aq/2$ thus reduces the mismatch that hinders the flip-flop. This is the feedback.

## The flip-flop rate

The two states are coupled by the matrix element $g/2$, with $g=A/N$. Measured from their mean energy, the two-state Hamiltonian is

$$h_2=\frac12\begin{pmatrix}-D&g\\g&D\end{pmatrix},\qquad h_2^2=\frac{\Omega^2}{4}\,\mathbb 1,\qquad \Omega^2=D^2+g^2.$$

Because $h_2^2$ is a multiple of the unit matrix, the exponential series sums to

$$e^{-ih_2t/\hbar}=\cos\frac{\Omega t}{2\hbar}-\frac{2i}{\Omega}h_2\sin\frac{\Omega t}{2\hbar}.$$

Its off-diagonal element gives the flip probability $(g^2/\Omega^2)\sin^2(\Omega t/2\hbar)$. The residence time of an electron has the density $e^{-t/\tau}/\tau$. With $\sin^2x=(1-\cos2x)/2$ and $\int_0^\infty e^{-s}\cos(as)\,ds=1/(1+a^2)$, the average is

$$\bar P=\frac{g^2}{2\Omega^2}\left[1-\frac{1}{1+\Omega^2\tau^2/\hbar^2}\right]
=\frac{g^2\tau^2/\hbar^2}{2(1+\Omega^2\tau^2/\hbar^2)}.$$

For $g\tau\ll\hbar$ one may replace $\Omega^2$ by $D^2$ in the denominator. There are $1/\tau$ electrons per unit time, so the rate is

$$W=\frac{\bar P}{\tau}=\frac{W_0}{1+D^2/w^2},\qquad
W_0=\frac{A^2\tau}{2N^2\hbar^2},\qquad w=\frac{\hbar}{\tau}.$$

The half-width $w$ comes from the interruptions: an electron that stays for a time $\tau$ does not resolve a mismatch smaller than about $\hbar/\tau$.

Adding the rates of separate nuclei requires that one electron seldom flips any nucleus. At resonance the expected number of flips per electron is at most $N(g\tau/\hbar)^2/2$, so the condition is $A^2\tau^2/(N\hbar^2)\ll1$. The same condition keeps the random spread of the Overhauser shift, at most $A/(2\sqrt N)$ for uncorrelated nuclei, well below $w$.

## The rate equation

A fraction $(1-q)/2$ of the nuclei is up and can be flipped by down electrons; a fraction $(1+q)/2$ is down and can be flipped back by up electrons. Both processes have the same $W$, since it depends on the squares of the coupling and the mismatch. There is no Boltzmann factor, because the replacement of the electron supplies or removes the energy difference. One flip of a single nucleus changes its contribution to $q$ by 2, so pumping gives

$$\left.\frac{dq}{dt}\right|_{\rm pump}
=2W\left[\frac{1+p_0}{2}\frac{1-q}{2}-\frac{1-p_0}{2}\frac{1+q}{2}\right]
=W(p_0-q).$$

In the bracket the terms $1$ and $p_0q$ cancel, leaving $(2p_0-2q)/4$. With a loss rate $\gamma$ that does not depend on $q$,

$$\frac{dq}{dt}=F(q)=W(q)(p_0-q)-\gamma q.$$

Coherences between nuclei have been dropped, which is a physical assumption. Equal coupling by itself conserves the length of the total nuclear spin, so initially unpolarized nuclei would stop being pumped at a $q$ of order $1/\sqrt N$. The rate equation requires another process, such as a spread of nuclear precession frequencies, to dephase the nuclei relative to one another at a rate much greater than $NW$, the scale of collective flips, yet much smaller than $1/\tau$, so that the line shape is unchanged. In the worked case below, $NW_0=2.3\times10^7$ s$^{-1}$ and $1/\tau=5\times10^9$ s$^{-1}$. This is a demanding assumption: $NW_0$ is within a factor of a few of the nuclear Larmor frequency at 1 T and about 15 times the Knight shift $A/(N\hbar)=1.5\times10^6$ s$^{-1}$. An estimate that keeps coherences between pairs of nuclei, each nucleus dephasing at a rate $\Gamma$, reduces the pump by a factor of about $1/(1+p_0NWq/2\Gamma)$, while $\Gamma$ also adds to the line width. The upper edge of 1.152 T found below then becomes about 1.14 T for $\Gamma=3\times10^8$ s$^{-1}$, 1.05 T for $10^7$ s$^{-1}$ and 0.81 T for $1.5\times10^6$ s$^{-1}$, and at $10^5$ s$^{-1}$ the hysteresis is gone. The worked numbers belong to the ideal limit. The linear factor $p_0-q$ belongs to spin 1/2; larger spins have more levels, and their populations do not reduce to this one equation in general.

## What makes a state unstable

A steady state is unstable if $F'(q)>0$, for then a small excess of polarization grows. Differentiation gives

$$F'=W'(p_0-q)-W-\gamma.$$

At a steady state $p_0-q=\gamma q/W$. Inserting this in the first term and dividing by $\gamma$ turns $F'>0$ into

$$\frac{qW'}{W}>1+\frac W\gamma .$$

The balance also gives $W/\gamma=q/(p_0-q)$, so the condition becomes

$$\frac{d\ln W}{d\ln q}>\frac{p_0}{p_0-q}.$$

The left side is the gain of the feedback: the percentage by which the flip-flop rate rises when $q$ rises by one per cent. It must exceed 1 to outrun the loss, which grows in proportion to $q$. It must exceed 1 by a margin because the pump also weakens as $q$ approaches $p_0$. Feedback of the right sign is therefore necessary but not sufficient.

Measure energies in half-widths and the loss in units of $W_0$:

$$b=\frac Zw,\quad u=\frac{Aq}{2w},\quad h=\frac{Ap_0}{2w},\quad \kappa=\frac{\gamma}{W_0},\quad k=1+\frac1\kappa,\quad d=b-u=\frac Dw.$$

The gain is $2ud/(1+d^2)$, and $1+W/\gamma=1+1/[\kappa(1+d^2)]$. Multiplying the instability condition by $1+d^2$ gives

$$2ud>k+d^2.$$

The right side is positive, so an unstable state needs $d>0$: the Overhauser shift must not yet have cancelled the Zeeman energy.

## The condition for hysteresis

The steady-state balance $W(p_0-q)=\gamma q$, multiplied by $A(1+d^2)/(2wW_0)$, is $h-u=\kappa u(1+d^2)$. Collecting the terms in $u$ and dividing by $\kappa$ gives

$$u(k+d^2)=\frac h\kappa\equiv G.$$

With $d=b-u$ this is a cubic equation for $u$. It is easier to use $d$ as the variable, because the field is then a single-valued function of it:

$$b(d)=d+u=d+\frac{G}{k+d^2},\qquad
\frac{db}{dd}=1-\frac{2Gd}{(k+d^2)^2}.$$

As $d$ runs from $-\infty$ to $\infty$, so does $b$. If $b(d)$ never falls, each field has one steady state. If it falls over some interval, fields between the local minimum and the local maximum are reached three times. The falling part satisfies $2Gd>(k+d^2)^2$, which is the instability condition with $G=u(k+d^2)$ inserted. The middle state is therefore unstable and the outer two are stable.

A falling part exists if and only if $G$ exceeds the minimum over $d>0$ of

$$G_f(d)=\frac{(k+d^2)^2}{2d}.$$

Setting the derivative of $\ln G_f$ to zero gives $4d/(k+d^2)=1/d$, hence $3d^2=k$. This is the minimum, since $G_f$ diverges at both ends. Its value is

$$G_c=\frac{(4k/3)^2}{2\sqrt{k/3}}=\frac{8}{3\sqrt3}\,k^{3/2}.$$

Since $h=\kappa G$ and $k=(1+\kappa)/\kappa$, a slow field sweep that covers the whole range shows hysteresis if and only if

$$h>h_c(\kappa)=\frac{8}{3\sqrt3}\,\frac{(1+\kappa)^{3/2}}{\kappa^{1/2}} .$$

Above the threshold, $G_f(d)=G$ has two positive roots $d_1<\sqrt{k/3}<d_2$. At either root $u=(k+d^2)/(2d)$, so the edge fields are

$$b=u+d=\frac{3d^2+k}{2d}.$$

The function $b(d)$ has its maximum at $d_1$ and its minimum at $d_2$. The smaller root thus gives the upper edge, where the strongly polarized state disappears, and the larger root gives the lower edge, where the weakly polarized state disappears. At threshold the edges merge at $b_c=\sqrt{3k}$.

## Why the loss must be neither weak nor strong

The threshold depends on the loss. Differentiating its logarithm gives

$$\frac{d\ln h_c}{d\kappa}=\frac{3}{2(1+\kappa)}-\frac{1}{2\kappa},$$

which is negative for $\kappa<1/2$ and positive for $\kappa>1/2$. At $\kappa=1/2$ the last factor of $h_c$ is $(3/2)^{3/2}/(1/2)^{1/2}=3\sqrt3/2$, so the least threshold is $h_c=4$. Within this model, no choice of field or loss gives hysteresis unless the greatest possible Overhauser shift, $Ap_0/2$, exceeds four half-widths.

For weak loss $h_c\simeq1.54/\sqrt\kappa$. With no loss at all the only steady state is $q=p_0$: a large mismatch slows the pumping but does not change its end point. For strong loss $h_c\simeq1.54\,\kappa$. The Overhauser shift cannot exceed its value at resonance, $u=h/(1+\kappa)$, and strong loss makes this too small to move the electron across the line.

For a given $h>4$, squaring $h=h_c$ gives the two ends of the permitted loss range as the positive roots of

$$h^2\kappa=\frac{64}{27}(1+\kappa)^3.$$

## The opposite orientation, and a sweep of the light

If the electrons are pumped up instead of down, let $r=2\langle I_z\rangle$ be the polarization that builds up. The same counting gives $dr/dt=W(p_0-r)-\gamma r$, now with $D=Z+Ar/2$. In half-widths the mismatch is $b+u$, and since $W$ depends on its square, this is the earlier problem with $b$ replaced by $-b$. Every fold lies at $b=(3d^2+k)/(2d)>0$, so the state is unique. Here a rise in polarization increases the mismatch and slows the pump, which is negative feedback.

One may also hold the field fixed and vary $p_0$. Then $G(u)=u[k+(b-u)^2]$ must have a falling part, and

$$\frac{dG}{du}=3u^2-4bu+b^2+k$$

has two real zeros, $u=[2b\pm\sqrt{b^2-3k}\,]/3$, if $b^2>3k$. Below $b_c$ no value of $p_0$ gives two stable states. Above it, the two switching values of $G$ must also correspond to $p_0\le1$ if both jumps are to be seen.

## A worked case

Take round parameters: $A=100$ µeV, $N=10^5$, $\tau=0.20$ ns, $p_0=0.80$, $\gamma=50$ s$^{-1}$ and an electron $g$ factor of size 0.50. The half-width is $w=\hbar/\tau=3.291$ µeV. Then

$$h=\frac{40.00}{3.291}=12.15,\qquad
W_0=\frac{(A/Nw)^2}{2\tau}=230.8\ \mathrm{s^{-1}},\qquad
\kappa=\frac{50}{230.8}=0.217.$$

At this loss $h_c=4.44$, so the drive is well above threshold. The loss could lie anywhere between 3.9 and 1462 s$^{-1}$ without removing the hysteresis.

The fold equation with $k=5.616$ has the roots $d_2=3.918$ and $d_1=0.2896$. A Zeeman energy of one half-width corresponds to 0.1137 T, so the edges are

$$B_{\rm low}=0.1137\,\frac{3(3.918)^2+5.616}{2(3.918)}=0.750\ \mathrm T,\qquad
B_{\rm high}=0.1137\,\frac{3(0.2896)^2+5.616}{2(0.2896)}=1.152\ \mathrm T.$$

Direct integration of the rate equation, with the field changed in steps of 0.005 T and held for 4 s at each step (a hold of 0.1 s delays the downward jump to 0.735 T), jumps at 1.155 T on the way up and at 0.745 T on the way down. Each is the first field of the sweep beyond the predicted edge. On the upward sweep $q$ falls from 0.654 to 0.038; on the downward sweep it rises from 0.171 to 0.514.

At 0.90 T, where $Z=26.05$ µeV, the three steady states are:

| State | $q$ | $D$ (µeV) | $W$ (s$^{-1}$) | Gain | Limit $p_0/(p_0-q)$ |
|---|---|---|---|---|---|
| low | 0.070 | 22.53 | 4.82 | 0.31 | 1.10 |
| middle | 0.393 | 6.40 | 48.3 | 4.86 | 1.97 |
| high | 0.579 | −2.88 | 130.7 | −8.71 | 3.61 |

Each row balances. For the low state, $4.82\times(0.800-0.070)$ and $50\times0.070$ both equal 3.5 s$^{-1}$. This state survives because it is so far from resonance that a small rise in $q$ speeds up the pump by less than it increases the loss. In the middle state the electron is on the steep side of the line, and the gain exceeds the limit.

The high state has a negative mismatch: the Overhauser shift has gone past the point of cancellation and reversed the electron's total splitting. A further rise in $q$ would now slow the pump, which is why the gain is negative and the state is firmly stable. As the field increases, the mismatch rises through zero, and the state is lost soon afterwards, at $D=d_1w\simeq0.95$ µeV.

The formulas were also tested by routes that do not use them. Exact evolution of an electron with $10^5$ uniformly coupled nuclei, all but one initially down, reproduced the rate at four mismatches to within 0.23% of the derived value. That figure belongs to almost full polarization; for uncorrelated, partly polarized nuclei at resonance the error is about 1%, of the order of the expansion parameter $A^2\tau^2/(N\hbar^2)=0.009$. A grid search for the smallest drive that gives an unstable state, over field and loss, found 4.01. This agrees with 4 within the resolution of the search: near the least threshold, one grid step of 0.01 in $b$ changes the drive by about $2\kappa ud\times0.01=0.02$.

## What bistability means for a finite number of nuclei

The rate equation follows an average. With finite $N$, flips are random, and the number $n$ of down nuclei performs a random walk with upward and downward rates

$$R_+(n)=(N-n)\frac{W(1+p_0)+\gamma}{2},\qquad
R_-(n)=n\,\frac{W(1-p_0)+\gamma}{2}.$$

The loss flips each nucleus at the rate $\gamma/2$ in either direction, which makes $q$ decay at the rate $\gamma$. In the stationary distribution the flow between neighbouring values of $n$ vanishes, so $\pi_{n+1}/\pi_n=R_+(n)/R_-(n+1)$. For large $N$ the extrema lie where $R_+=R_-$, which is $F(q)=0$. Stable states are maxima and the unstable state is a minimum.

This distribution is unique, so "bistable" has to mean that both maxima are long-lived. At 0.90 T the logarithm of the probability drops by 1925 from the low maximum to the minimum, and by 2412 from the high maximum, each to within about one unit, which depends on the value of $n$ at which $W$ is evaluated. In the stationary ensemble, the rate of upward crossings is $\pi_{\min}R_+$, and the low side holds at least the probability of its maximum. The escape rate from the low side is therefore at most $R_+e^{-1925}$, with $R_+$ taken at the minimum, which is negligible. At fixed $h$, $\kappa$, $b$ and $p_0$ the barriers grow in proportion to $N$, because $\ln(\pi_{n+1}/\pi_n)$ depends on $n/N$ and is summed over a number of steps proportional to $N$. When $N$ was halved with $W(q)$ and $\gamma$ unchanged, each barrier fell to half its former value, to within 2% of that half.

The high maximum is more probable than the low one by a factor of $e^{487}$ to $e^{488}$, yet a downward sweep at 0.90 T remains in the low state. Computing the stationary distribution would thus give the wrong polarization for that sweep, although the distribution itself is correct. The barriers include flip noise alone; drifts of the field or the light can carry the dot across an edge much sooner.

## Using the condition

For a dot that this model describes, compute $h$ first. If $h\le4$, a single steady-state solution suffices at every field. If $h>4$, compare it with $h_c(\kappa)$; when it is larger, compute the two edge fields and follow the sweep by integrating the rate equation in time at each field, starting from the solution at the previous one. Simpler iterations can fail here. Repeated use of $q=Wp_0/(W+\gamma)$ leaves the stable high state at 0.90 T in the worked case, because the gain there is large and negative, and Newton's method can converge to the unstable state.

The number 4 belongs to the Lorentzian line, uniform coupling, spin 1/2, constant loss and nuclear dephasing much faster than $NW$, which a real dot need not provide. Another distribution of residence times changes the line shape, and a loss that depends on $q$ changes the balance. The gain argument can then be repeated with the new functions: a state is unstable when the logarithmic slope of the pump rate exceeds that of $\gamma(q)\,q/(p_0-q)$. This follows from $F'>0$ in the same way, and for constant $\gamma$ that slope is $1+q/(p_0-q)=p_0/(p_0-q)$, the limit used above. The full numerical output follows.

## Calculated quantities

```
hyperfine constant A = 100.0 micro-eV
number of nuclei N = 100000
electron replacement time tau = 0.20 ns
electron polarization p0 = 0.80
nuclear loss rate = 50.0 1/s
electron g factor (size) = 0.50
half-width w = 3.2911 micro-eV
resonant flip-flop rate W0 = 230.82 1/s
loss ratio kappa = 0.2166
k = 1 + 1/kappa = 5.6163
largest Overhauser shift A p0/2 = 40.00 micro-eV
drive h = 12.154 (shift in half-widths)
threshold h_c at this kappa = 4.439
cusp field = 0.4668 T
field giving Zeeman energy w = 0.11371 T
collective parameter A^2 tau^2/(N hbar^2) = 0.00923
largest relative error of flip rate = 0.00230
two-spin drift, exact/derived = 0.999963
least threshold found by search = 4.014
kappa at least threshold in search = 0.489
lower loss edge: kappa = 0.01687
lower loss edge: rate = 3.894 1/s
upper loss edge: kappa = 6.3366
upper loss edge: rate = 1462.6 1/s
fold d at lower field edge = 3.9182
fold d at upper field edge = 0.2896
lower field edge (formula) = 0.7498 T
upper field edge (formula) = 1.1522 T
sweep step = 0.005 T
jump in downward sweep at 0.745 T
jump in upward sweep at 1.155 T
q before, after upward jump = 0.6537, 0.0379
q before, after downward jump = 0.1709, 0.5138
working field = 0.90 T
Zeeman energy there = 26.048 micro-eV
low state: q = 0.07037
  mismatch = 22.529 micro-eV, W = 4.823 1/s
  log gain = 0.3058, limit p0/(p0-q) = 1.0965
middle state: q = 0.39295
  mismatch = 6.400 micro-eV, W = 48.268 1/s
  log gain = 4.8557, limit p0/(p0-q) = 1.9654
high state: q = 0.57858
  mismatch = -2.882 micro-eV, W = 130.656 1/s
  log gain = -8.7132, limit p0/(p0-q) = 3.6131
log barrier out of low state = 1925.3
log barrier out of high state = 2412.0
```
